# Why first Born Mott scattering does not polarize an unpolarized beam

An unpolarized electron beam scattered by a static electric potential leaves unpolarized, at every angle, if the scattering amplitude is taken in first Born approximation. Polarization needs a relative phase between the spin-flip and non-flip amplitudes, and the first Born amplitudes have none. For a nucleus of charge $Ze$ the phase appears one order later. The polarization along the normal $\mathbf n=\mathbf k\times\mathbf k'/|\mathbf k\times\mathbf k'|$, called the Sherman function, is then to leading order in $Z\alpha$

$$S(\theta)=2Z\alpha\,\beta\sqrt{1-\beta^2}\;\frac{\sin^3(\theta/2)\,\ln\sin(\theta/2)}{\cos(\theta/2)\,[1-\beta^2\sin^2(\theta/2)]}.\tag{1}$$

Here $\mathbf k$ and $\mathbf k'$ are the incident and final momenta, $\theta$ is the angle between them, and $\beta$ is the electron speed. I use $\hbar=c=1$, electron mass $m$, energy $E$ and momentum $p=\beta E$.

## The belief and its appeal

The belief runs as follows. Relativistic scattering acts on the spin: the first Born (Mott) cross section differs from the Rutherford form with relativistic kinematics by the factor $1-\beta^2\sin^2(\theta/2)$, which comes from the overlap of the electron spinors, and the first Born amplitude flips some spins. An interaction that flips spins ought to leave a beam partly polarized.

The premises are true. The conclusion fails because a flip probability fixes only the modulus of the flip amplitude. For a central potential, up-to-down and down-to-up flips along the beam axis are equally likely at every order, as the form of the amplitude found below shows; polarization comes instead from interference between the flip and non-flip amplitudes, which depends on their relative phase. The amplitude itself has to be examined.

## The first Born amplitude

The Dirac equation is $(E-H_0)\psi=V\psi$ with $H_0=\boldsymbol\alpha\cdot\mathbf p+\beta_D m$, where $\beta_D$ is the Dirac matrix. Since $H_0^2=-\nabla^2+m^2$,

$$(E-H_0)^{-1}=(E+H_0)\,(p^2+\nabla^2)^{-1},$$

and the outgoing kernel of the last factor is $-e^{ipR}/(4\pi R)$. Far away, $H_0$ acting on the outgoing wave becomes $\boldsymbol\alpha\cdot\mathbf k'+\beta_D m$. The matrix $E+\boldsymbol\alpha\cdot\mathbf k'+\beta_D m$ is $2E$ times the projector on positive energy, so it equals $\sum_s u_s(\mathbf k')u_s^\dagger(\mathbf k')$ for spinors with $u^\dagger u=2E$. The scattered wave is therefore $(e^{ipr}/r)\sum_{s'}u_{s'}(\mathbf k')F_{s's}$. Replacing $\psi$ by the incident wave $u_s(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$ gives

$$F_1=-\frac{\tilde V(\mathbf q)}{4\pi}\,u^\dagger(\mathbf k')u(\mathbf k),\qquad \mathbf q=\mathbf k'-\mathbf k .$$

In terms of the rest-frame two-spinor $\chi$,

$$u(\mathbf k)=\sqrt{E+m}\begin{pmatrix}\chi\\ \dfrac{\boldsymbol\sigma\cdot\mathbf k}{E+m}\chi\end{pmatrix}.$$

With $p^2/(E+m)=E-m$ and unit vectors marked by hats, $u^\dagger(\mathbf k')u(\mathbf k)$ becomes the spin matrix $(E+m)+(E-m)W$, where

$$W=\boldsymbol\sigma\cdot\hat{\mathbf k}'\,\boldsymbol\sigma\cdot\hat{\mathbf k}=\cos\theta-i\sin\theta\,\boldsymbol\sigma\cdot\mathbf n .$$

The minus sign comes from $\hat{\mathbf k}'\times\hat{\mathbf k}=-\sin\theta\,\mathbf n$.

Take the screened potential energy $V=-\lambda e^{-\mu r}/r$ with $\lambda=Z\alpha$, for which $\tilde V=-4\pi\lambda/(q^2+\mu^2)$. Writing $F=f-ig\,\boldsymbol\sigma\cdot\mathbf n$,

$$f_1=\lambda\frac{(E+m)+(E-m)\cos\theta}{q^2+\mu^2},\qquad g_1=\lambda\frac{(E-m)\sin\theta}{q^2+\mu^2}.\tag{2}$$

For a spin quantized along the incident beam, $\mathbf n$ is transverse, so $f$ is the non-flip and $g$ the flip amplitude.

## Why flipping is not polarizing

An unpolarized beam has spin density matrix $\tfrac12$, so the outgoing polarization is $\mathbf P=\mathrm{Tr}(FF^\dagger\boldsymbol\sigma)/\mathrm{Tr}(FF^\dagger)$. Multiplying out,

$$FF^\dagger=|f|^2+|g|^2+i(fg^*-f^*g)\,\boldsymbol\sigma\cdot\mathbf n,$$

and $fg^*-f^*g=2i\,\mathrm{Im}(fg^*)$. Hence $\mathbf P=S\mathbf n$ with

$$S=\frac{-2\,\mathrm{Im}(fg^*)}{|f|^2+|g|^2}=\frac{2|f||g|\sin(\arg g-\arg f)}{|f|^2+|g|^2}.\tag{3}$$

The amplitudes in (2) are both real, so $S=0$. The conclusion holds for any static electric potential, central or not: $\tilde V(\mathbf q)$ may then be complex, but it multiplies $f_1$ and $g_1$ alike and cannot give them a relative phase.

The same fact looks different along $\mathbf n$. A spin parallel or antiparallel to $\mathbf n$ is not flipped at all; it scatters with amplitude $f-ig$ or $f+ig$. For real $f$ and $g$ these have equal moduli, so both spin states scatter at the same rate.

What the first Born amplitude does to a spin follows from setting $\tan(\omega/2)=g_1/f_1$:

$$F_1=\sqrt{f_1^2+g_1^2}\;e^{-i\omega\,\boldsymbol\sigma\cdot\mathbf n/2}$$

for the potential in (2) with $\lambda>0$, and with an extra overall minus sign for $\lambda<0$. This is a number times a rotation by $\omega$ about $\mathbf n$. It turns an existing polarization, and the turn appears as flips along the beam axis. An unpolarized ensemble has no direction to turn.

## Where the phase comes from

For a central potential, rotation and reflection symmetry allow only the form $F=f-ig\,\boldsymbol\sigma\cdot\mathbf n$ at every order, because $\mathbf n$ is the one axial vector that $\mathbf k$ and $\mathbf k'$ supply. The phases follow from conservation of flux.

Far from the target a plane wave is an incoming plus an outgoing spherical wave:

$$e^{i\mathbf k\cdot\mathbf r}\to\frac{2\pi}{ipr}\left[\delta(\hat{\mathbf r},\hat{\mathbf k})e^{ipr}-\delta(\hat{\mathbf r},-\hat{\mathbf k})e^{-ipr}\right].$$

Scattering adds $Fe^{ipr}/r$, so the outgoing part is multiplied by $1+(ip/2\pi)F$, with $F$ regarded as an operator on directions and spin. Equal incoming and outgoing flux for every superposition of incident waves makes this operator unitary, hence

$$F-F^\dagger=\frac{ip}{2\pi}F^\dagger F .$$

At first order this says that $F_1$ is Hermitian. At second order the right side contains $F_1F_1$. In $F^\dagger$ the two directions are exchanged, which reverses $\mathbf n$, so the kernel of $F_2^\dagger$ is $f_2^*-ig_2^*\,\boldsymbol\sigma\cdot\mathbf n$. Dividing by $2i$,

$$\mathrm{Im}f_2-i\,\boldsymbol\sigma\cdot\mathbf n\,\mathrm{Im}g_2=\frac{p}{4\pi}\int d\Omega''\,F_1(\mathbf k',\mathbf k'')F_1(\mathbf k'',\mathbf k).\tag{4}$$

The phase comes from two successive scatterings through a real intermediate direction $\mathbf k''$.

Let $c=\cos\theta$, $s=\sin(\theta/2)$ and $a=1+\mu^2/(2p^2)$, so that $q^2+\mu^2=2p^2(a-c)$. Define

$$I_0=\int\frac{d\Omega''}{(a-\hat{\mathbf k}'\cdot\hat{\mathbf k}'')(a-\hat{\mathbf k}''\cdot\hat{\mathbf k})}.$$

The same integral with an extra $\hat{\mathbf k}''$ in the numerator is $J(\hat{\mathbf k}+\hat{\mathbf k}')$ by symmetry. In the product of spin matrices, $(\boldsymbol\sigma\cdot\hat{\mathbf k}'')^2=1$ and $(E+m)(E-m)=p^2$. Each of the two cross terms gives $p^2J(1+W)$, so the right side of (4) is

$$C\left\{(E+m)^2I_0+2p^2J(1+W)+(E-m)^2I_0W\right\},\qquad C=\frac{\lambda^2}{16\pi p^3}.$$

Inserting $W$ and separating the two spin structures,

$$\mathrm{Im}f_2=C\left[(E+m)^2I_0+2p^2J(1+c)+(E-m)^2I_0c\right],$$
$$\mathrm{Im}g_2=C\sin\theta\left[2p^2J+(E-m)^2I_0\right].$$

To leading order the numerator of (3) is $2(f_1\mathrm{Im}g_2-g_1\mathrm{Im}f_2)$; the real parts of $f_2$ and $g_2$ do not enter. Write $N=\lambda/[2p^2(a-c)]$ for the common factor in (2). In $f_1\mathrm{Im}g_2-g_1\mathrm{Im}f_2$, apart from $NC\sin\theta$, the coefficient of $J$ is

$$2p^2\left[(E+m)+(E-m)c-(E-m)(1+c)\right]=4mp^2 .$$

The terms with $(E-m)^3c$ cancel in the coefficient of $I_0$, which is

$$(E+m)(E-m)\left[(E-m)-(E+m)\right]=-2mp^2 .$$

The sum is $2mp^2(2J-I_0)$. The denominator of (3) is

$$f_1^2+g_1^2=N^2\left[(E+m)^2+(E-m)^2+2p^2c\right]=4N^2E^2(1-\beta^2s^2),$$

where $c=1-2s^2$ was used. With $C/N=\lambda(a-c)/(8\pi p)$,

$$S=\lambda\,\frac{mp\,(a-c)\sin\theta\,(2J-I_0)}{8\pi E^2(1-\beta^2s^2)}.\tag{5}$$

The numerator of (3) is cubic in $\lambda$ and its denominator quadratic, which is why $S$ begins at first order.

## The integrals and the unscreened limit

To find $J$, take the scalar product of its defining integral with $\hat{\mathbf k}+\hat{\mathbf k}'$, whose square is $2(1+c)$. In the numerator write $\hat{\mathbf k}''\cdot(\hat{\mathbf k}+\hat{\mathbf k}')=2a-(a-\hat{\mathbf k}''\cdot\hat{\mathbf k})-(a-\hat{\mathbf k}''\cdot\hat{\mathbf k}')$. Each bracket cancels one denominator, so

$$J=\frac{aI_0-L}{1+c},\qquad L=\int\frac{d\Omega''}{a-\hat{\mathbf k}''\cdot\hat{\mathbf k}}=2\pi\ln\frac{a+1}{a-1}.$$

For $I_0$, use $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$. The angular integral of $(a-\mathbf v\cdot\hat{\mathbf k}'')^{-2}$ is $4\pi/(a^2-v^2)$, here with $v^2=1-4s^2x(1-x)$. Setting $y=x-\tfrac12$ and $D=a^2-1+s^2$,

$$I_0=4\pi\int_{-1/2}^{1/2}\frac{dy}{D-4s^2y^2}=\frac{4\pi}{s\sqrt D}\,\mathrm{artanh}\frac{s}{\sqrt D}.$$

Now let $\epsilon=a^2-1\to0$, which removes the screening. Then $I_0\to(2\pi/s^2)\ln(4s^2/\epsilon)$ and $L\to2\pi\ln(4/\epsilon)$. Both diverge, but

$$2J-I_0=\frac{(2a-1-c)I_0-2L}{1+c}\to\frac{4\pi\ln(4s^2/\epsilon)-4\pi\ln(4/\epsilon)}{2\cos^2(\theta/2)}=\frac{4\pi\ln s}{\cos^2(\theta/2)}.$$

Substituting this in (5), with $a-c\to2s^2$, $\sin\theta=2s\cos(\theta/2)$ and $mp/E^2=\beta\sqrt{1-\beta^2}$, gives (1).

The divergence has a simple meaning. Its leading part has $J\simeq I_0/2$, and then $\mathrm{Im}f_2/f_1$ and $\mathrm{Im}g_2/g_1$ both become $2ECI_0/N$, which grows as $(2\lambda/\beta)\ln(p/\mu)$. A phase common to $f$ and $g$ drops out of (3). The limit has been taken at fixed order in $\lambda$; it does not by itself settle the unscreened problem at finite coupling.

Equation (1) vanishes in the forward and backward directions, where no scattering plane is defined. It also vanishes as $\beta\to0$, a limit to be taken with $\lambda/\beta$ small, since that ratio sets the phases. For $m\to0$ it vanishes for a reason not tied to the expansion: the Hamiltonian then commutes with $\gamma_5$ and helicity is conserved. An equal mixture of the two helicities remains an incoherent mixture of helicity states and has no transverse polarization.

## A number

Take $\beta=0.6$ and $\theta=120^\circ$, so $E=1.25\,m$, $p=0.75\,m$ and the kinetic energy is 128 keV. Choose $\mu=0.5\,m$ as a round model screening. It is far stronger than atomic screening, whose Thomas–Fermi scale $\alpha Z^{1/3}m/0.885$ is about $0.018\,m$ for $Z=10$, so the numbers at this $\mu$ describe the model and not an atom. Then $q^2+\mu^2=1.9375\,m^2$, and (2) gives, in units of $1/m$,

$$\frac{f_1}{\lambda}=\frac{2.125}{1.9375}=1.0968,\qquad \frac{g_1}{\lambda}=\frac{0.2165}{1.9375}=0.1117 .$$

The flip fraction is $g_1^2/(f_1^2+g_1^2)=0.0103$ and the spin turns by $\omega=11.6^\circ$. About one spin in a hundred flips along the beam axis, yet the first Born polarization is zero.

At second order the closed integrals give phases of $3.015\lambda$ for $f$ and $1.965\lambda$ for $g$, in radians. The difference is $-1.050\lambda$, and (3) becomes

$$\frac S\lambda=\frac{2(1.0968)(0.1117)}{1.0968^2+0.1117^2}(-1.050)=-0.212 .$$

Reducing $\mu$ to $0.0005\,m$ raises the phases to $26.13\lambda$ and $24.91\lambda$, but their difference settles at $-1.218\lambda$.

The range of the linear law can be seen without a Born expansion. For each $l$ and $j=l\pm\tfrac12$, let $\delta_\pm$ be the phase shift and $T_\pm=(e^{2i\delta_\pm}-1)/(2ip)$. The projectors on the two $j$ values are $(l+1+\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$ and $(l-\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$. Since $\boldsymbol\sigma\cdot\mathbf L\,P_l(\cos\theta)=i\sin\theta\,P_l'(\cos\theta)\,\boldsymbol\sigma\cdot\mathbf n$,

$$f=\sum_l\left[(l+1)T_++lT_-\right]P_l,\qquad g=\sum_l(T_--T_+)\sin\theta\,P_l' .$$

I obtained the phase shifts by Runge–Kutta integration of the radial Dirac equation at $\mu=0.5\,m$ and summed to $l=30$:

| $\lambda$ | $S$, partial waves | $S$, linear law |
|---:|---:|---:|
| $+0.01$ | $-0.00215$ | $-0.00212$ |
| $+0.10$ | $-0.0247$ | $-0.0212$ |
| $-0.10$ | $+0.0181$ | $+0.0212$ |
| $+0.50$ | $-0.223$ | $-0.106$ |

The sign reverses for a repulsive potential, as a leading term linear in $\lambda$ requires. At $\lambda=0.1$ the linear law falls short of the partial-wave magnitude by 14% of the latter; at $\lambda=0.5$ it gives less than half. These figures belong to $\mu=0.5\,m$. With weaker screening the shortfall is larger: for an unscreened point charge at the same $\beta$ and $\theta$, the exact Coulomb partial-wave (Mott) series gives $-0.0330$ at $\lambda=0.1$ against $-0.0246$ from (1), and $-0.335$ at $\lambda=0.5$ against $-0.123$. The linear law is a weak-coupling result that needs $\lambda/\beta$ small: it does not hold for heavy nuclei, nor for light nuclei at low speed.

For an unscreened charge $Z=10$, $Z\alpha=0.0730$ and (1) gives

$$S=0.0730\times\frac{2(0.48)(0.6495)(-0.1438)}{(0.5)(0.73)}=0.0730\times(-0.2457)=-0.018 .$$

The leading-order polarization is thus about 1.8%, opposite to $\mathbf k\times\mathbf k'$. This leading term comes entirely from the interference of first- and second-order amplitudes; at this angle and speed higher orders raise the magnitude by about a quarter, the exact Coulomb partial-wave series for a point charge $Z=10$ giving $S=-0.022$. The increase does not hold at every angle: at $20^\circ$ the exact value is about 6% smaller than (1).

All numerical values are calculated from the stated model.
